\section*{Resonant radius of an air bubble in water at 1 MHz}

\section*{Question}

I am working on an exercise about megasonic wafer rinsing. The bath is driven at 1 MHz, and I have to find the radius of the air bubble that resonates at this frequency, first from the Minnaert equation and then with surface tension included. The given data are $p_0=1$ atm, water density $\rho=1000\ \mathrm{kg/m^3}$, surface tension $\sigma=0.072$ N/m and heat-capacity ratio $\gamma=1.4$.

The first part looks like putting numbers into
\[
\omega^2=\frac{3\gamma p_0}{\rho R^2}.
\]
For the second part I argued that surface tension squeezes the gas, so I replaced $p_0$ by $p_0+2\sigma/R$ and solved for $R$. That gave 3.84 µm. A colleague says that a second term, with a minus sign, is missing. I don't see where it comes from, since the gas pressure really is $p_0+2\sigma/R$.

I am also uneasy about $\gamma$. Is a bubble of a few micrometres adiabatic at 1 MHz, or does it have time to exchange heat with the water?

\section*{Answer}

Your gas pressure is right, and your colleague is right about the missing term. The frequency depends on how the forces change when the radius changes, and the surface-tension force changes too. Your doubt about $\gamma$ is also justified. I first solve the exercise with an adiabatic gas, as the Minnaert equation assumes, and then work out the heat exchange.

\subsection*{The frequency equation}

Let $a(t)$ be the instantaneous radius, $R$ its equilibrium value and $\xi=a-R$ a small displacement. The bubble stays spherical in unbounded, incompressible, inviscid water. The gas has uniform pressure and fixed mass during a cycle, and vapour is neglected. For now the gas obeys $pV^\kappa=\text{const}$, with $\kappa=\gamma$ for an adiabatic and $\kappa=1$ for an isothermal gas.

Incompressibility makes the volume flux $4\pi r^2u$ the same at every $r$, so $u=a^2\dot a/r^2$. The kinetic energy of the water is
\begin{equation}
K=\int_a^\infty \frac{\rho}{2}\,\frac{a^4\dot a^2}{r^4}\,4\pi r^2\,dr
=2\pi\rho a^4\dot a^2\int_a^\infty\frac{dr}{r^2}
=2\pi\rho a^3\dot a^2 .
\end{equation}
For small oscillations $a^3$ may be replaced by $R^3$. Comparison with $\tfrac12 m\dot\xi^2$ gives the effective mass $m=4\pi\rho R^3$, three times the mass of water that would fill the bubble.

The potential energy $U$ has three parts. Expansion by $dV=4\pi a^2da$ takes $p\,dV$ from the gas, does work $p_0\,dV$ against the distant water, and adds $d(4\pi a^2\sigma)=8\pi\sigma a\,da$ of surface energy. With $p=p_g(R/a)^{3\kappa}$, where $p_g$ is the equilibrium gas pressure,
\begin{equation}
\frac{dU}{da}=4\pi a^2\left[-p_g\left(\frac{R}{a}\right)^{3\kappa}+p_0+\frac{2\sigma}{a}\right].
\label{eq:force}
\end{equation}
At equilibrium the bracket vanishes at $a=R$, which gives your relation
\begin{equation}
p_g=p_0+\frac{2\sigma}{R}.
\end{equation}
The stiffness is the second derivative at $a=R$. Because the bracket is zero there, differentiating the prefactor $4\pi a^2$ contributes nothing, and
\begin{equation}
U''(R)=4\pi R^2\left[\frac{3\kappa p_g}{R}-\frac{2\sigma}{R^2}\right]
=4\pi R\left[3\kappa p_g-\frac{2\sigma}{R}\right].
\end{equation}
Dividing by $m$ gives $\omega^2=U''/m$, or
\begin{equation}
\rho\omega^2R^2=3\kappa\left(p_0+\frac{2\sigma}{R}\right)-\frac{2\sigma}{R}.
\label{eq:main}
\end{equation}

The last term is the one you missed. When the bubble expands, the inward Laplace pressure $2\sigma/a$ falls. The total surface force $8\pi\sigma a$ does grow, but more slowly than the area $4\pi a^2$ on which the pressures act. Per unit area the surface therefore presses inward less strongly than at equilibrium, which softens the spring. The higher gas pressure stiffens it. Collecting both effects,
\begin{equation}
\rho\omega^2R^2=3\kappa p_0+\frac{2\sigma(3\kappa-1)}{R},
\label{eq:collected}
\end{equation}
and since $3\kappa-1>0$ for $\kappa\ge1$, the net effect is a stiffer bubble. At fixed frequency the resonant bubble must therefore be larger.

\subsection*{Without surface tension}

For $\sigma=0$ and $\kappa=\gamma$, equation (\ref{eq:main}) is the Minnaert equation. With $\omega=2\pi f=6.283\times10^6$ rad/s,
\begin{equation}
R_M=\frac1\omega\sqrt{\frac{3\gamma p_0}{\rho}}
=\frac{1}{6.283\times10^6}\sqrt{\frac{3(1.4)(101325)}{1000}}\ \mathrm{m}
=3.28\times10^{-6}\ \mathrm{m},
\end{equation}
that is, 3.28 µm.

\subsection*{With surface tension}

Multiplying (\ref{eq:collected}) by $R$ gives a cubic:
\begin{equation}
\rho\omega^2R^3-3\kappa p_0R-2\sigma(3\kappa-1)=0 .
\end{equation}
Set $R=yR_M$, where $R_M$ is the radius without tension for the $\kappa$ in use, so that $\rho\omega^2R_M^2=3\kappa p_0$. Dividing by $3\kappa p_0R_M$ leaves
\begin{equation}
y^3-y-s=0,\qquad
s=\frac{2\sigma(3\kappa-1)}{3\kappa p_0R_M}.
\label{eq:cubic}
\end{equation}
There is one positive root. For $0<y\le1$ we have $y^3-y\le0$, so the left side is negative. For $y>1$ its derivative $3y^2-1$ is positive, so it rises steadily from $-s$ and crosses zero once. Hence $y>1$, as the stiffness argument requires.

To solve the cubic, put $y=(2/\sqrt3)\cos\theta$ and use $4\cos^3\theta-3\cos\theta=\cos3\theta$:
\begin{equation}
y^3-y=\frac{8}{3\sqrt3}\cos^3\theta-\frac{2}{\sqrt3}\cos\theta
=\frac{2}{3\sqrt3}\cos3\theta .
\end{equation}
Therefore
\begin{equation}
y=\frac{2}{\sqrt3}\cos\left[\frac13\arccos\left(\frac{3\sqrt3}{2}s\right)\right],
\qquad s\le\frac{2}{3\sqrt3}=0.385 .
\end{equation}
For larger $s$ the same substitution works with $\cosh$ and $\operatorname{arcosh}$ in place of $\cos$ and $\arccos$.

For the adiabatic bubble,
\begin{equation}
s=\frac{2(0.072)(3.2)}{3(1.4)(101325)(3.283\times10^{-6})}=0.330,
\end{equation}
which is inside the range of the cosine form. The argument of the arccosine is $2.598\times0.3298=0.857$, its arccosine is 0.542 rad, and one third of that is 0.181 rad. This gives $y=1.1547\times0.9837=1.136$, and
\begin{equation}
R=1.136\,R_M=3.73\times10^{-6}\ \mathrm{m}=3.73\ \text{µm}.
\end{equation}
Surface tension raises the adiabatic resonant radius by 13.6 percent relative to $R_M$.

You can check the balance in (\ref{eq:main}) directly. At this radius $2\sigma/R=0.386\times10^5$ Pa and $p_g=1.399\times10^5$ Pa. The right side is $(5.877-0.386)\times10^5=5.491\times10^5$ Pa, equal to $\rho\omega^2R^2$. Without the minus term one gets your 3.84 µm, which is 3.0 percent above the correct root of the adiabatic model.

\subsection*{Weak and strong surface tension}

For small $s$ write $y=1+e$. Then $y^3-y=2e+3e^2+e^3=s$. The first order gives $e=s/2$. Inserting $e=s/2+cs^2$ and collecting terms in $s^2$ gives $2c+3/4=0$, so
\begin{equation}
y\approx1+\frac s2-\frac{3s^2}{8}.
\end{equation}
Here this yields 1.124, about 1 percent below the root 1.136. The series is good enough for an estimate, although $s$ is not very small.

Since $R_M\propto1/\omega$, the parameter $s$ grows in proportion to frequency at fixed $\kappa$. For $s\gg1$ the term $y$ in (\ref{eq:cubic}) is negligible beside $y^3$, and
\begin{equation}
R\approx\left[\frac{2\sigma(3\kappa-1)}{\rho\omega^2}\right]^{1/3}.
\label{eq:strong}
\end{equation}
The ambient pressure has dropped out, and the radius falls as $\omega^{-2/3}$ instead of $\omega^{-1}$. At 1 MHz we are between the two limits, closer to the weak one.

\subsection*{A check from the opposite direction}

Suppose you take a bubble of radius $R_M$ and ask at what frequency it rings when surface tension is present. Putting $R=R_M$ into (\ref{eq:collected}) and dividing by $\rho\omega^2R_M^2=3\kappa p_0$, where $\omega$ is still the drive frequency, gives
\begin{equation}
\left(\frac{\omega_{\rm ring}}{\omega}\right)^2
=1+\frac{2\sigma(3\kappa-1)}{3\kappa p_0R_M}=1+s .
\end{equation}
So $f_{\rm ring}=\sqrt{1.330}$ MHz $=1.153$ MHz. The uncorrected bubble is 15 percent off the drive frequency.

This can be tested without linearizing. Energy conservation, $\dot K+\dot U=0$, with
\begin{equation}
\dot K=4\pi\rho a^3\dot a\ddot a+6\pi\rho a^2\dot a^3
=4\pi a^2\dot a\,\rho\left(a\ddot a+\tfrac32\dot a^2\right)
\end{equation}
and $\dot U=\dot a\,dU/da$ from (\ref{eq:force}), gives the nonlinear radial equation
\begin{equation}
\rho\left(a\ddot a+\tfrac32\dot a^2\right)
=p_g\left(\frac Ra\right)^{3\kappa}-p_0-\frac{2\sigma}{a}.
\end{equation}
Integrating it in time from an initial displacement of 0.1 percent of $R$ also gives 1.153 MHz. The same integration at 3.73 µm returns 1 MHz.

\subsection*{Is the gas adiabatic?}

Here the gas must be treated as a heat conductor. Let its density be $\varrho$, its conductivity $k$ and its mean temperature $T$. Small changes carry a prime and vary as $e^{i\omega t}$. To first order the energy equation is
\begin{equation}
\varrho c_p\, i\omega T'=i\omega p'+k\nabla^2T' .
\end{equation}
The pressure term heats the gas on compression, and the last term conducts the heat away. I take the wall to stay at the water temperature, $T'(R)=0$, which treats the water as a perfect heat reservoir.

For an ideal gas $\varrho c_p=\gamma p_g/[(\gamma-1)T]$, so the heat diffusivity is
\begin{equation}
D=\frac{k}{\varrho c_p}=\frac{kT(\gamma-1)}{\gamma p_g}.
\end{equation}
Write $T'=(p'/\varrho c_p)\,\Theta(r)$ and $q^2=i\omega/D$. Then $\nabla^2\Theta-q^2\Theta=-q^2$. A particular solution is $\Theta=1$, and the homogeneous solution that is finite at the centre is $\sinh(qr)/r$. The wall condition fixes its coefficient:
\begin{equation}
\Theta=1-\frac{R\sinh(qr)}{r\sinh(qR)} .
\end{equation}
With $z=qR$, the volume average is
\begin{align}
\langle\Theta\rangle
&=1-\frac{3}{R^2\sinh z}\int_0^R r\sinh(qr)\,dr\nonumber\\
&=1-\frac{3}{R^2\sinh z}\left[\frac{R\cosh z}{q}-\frac{\sinh z}{q^2}\right]
=1-F,
\end{align}
\begin{equation}
F=\frac{3(z\coth z-1)}{z^2}.
\end{equation}

The mass of gas is fixed, so $\langle\varrho'\rangle/\varrho=-3\xi/R$. The ideal-gas law gives $\varrho'/\varrho=p'/p_g-T'/T$. Since $1/(\varrho c_pT)=(\gamma-1)/(\gamma p_g)$,
\begin{equation}
-\frac{3\xi}{R}=\frac{p'}{p_g}\left[1-\frac{\gamma-1}{\gamma}(1-F)\right]
=\frac{p'}{p_g}\,\frac{1+(\gamma-1)F}{\gamma}.
\end{equation}
The law $pV^\kappa=\text{const}$ would give $p'/p_g=-3\kappa\,\xi/R$. The gas therefore behaves as if it had the complex exponent
\begin{equation}
\kappa=\frac{\gamma}{1+(\gamma-1)F}.
\label{eq:kappa}
\end{equation}
For $|z|\gg1$, $F\to0$ and $\kappa\to\gamma$: heat has no time to cross the bubble. For $|z|\ll1$, $z\coth z\approx1+z^2/3$, so $F\to1$ and $\kappa\to1$: the gas stays at the water temperature.

\subsection*{Resonance with heat exchange}

Let the sound field add $Pe^{i\omega t}$ to the distant pressure. Linearizing the radial equation gives
\begin{equation}
\left[3\kappa p_g-\frac{2\sigma}{R}-\rho\omega^2R^2\right]\frac{\xi}{R}=-P .
\end{equation}
I define resonance by the vanishing of the real part of the bracket. What remains is $3i\,(\mathrm{Im}\,\kappa)\,p_g\,\xi/R=-P$, so for $\mathrm{Im}\,\kappa>0$ the displacement lags the outward push $-P$ by 90 degrees. The imaginary part is the thermal damping, and the real part sets the resonance:
\begin{equation}
\rho\omega^2R^2=3\,\mathrm{Re}\,\kappa(R)\left(p_0+\frac{2\sigma}{R}\right)-\frac{2\sigma}{R}.
\end{equation}
Because $\kappa$ now depends on $R$, this has to be solved numerically. With $k=0.026$ W/(m K) and $T=300$ K, a scan from 0.5 to 20 µm shows one sign change, at
\begin{equation}
R=3.20\times10^{-6}\ \mathrm{m}=3.20\ \text{µm}.
\end{equation}
Without surface tension the same calculation gives 2.78 µm, so tension now raises the radius by 14.9 percent.

At 3.20 µm the diffusivity is $1.52\times10^{-5}\ \mathrm{m^2/s}$. Since $q=(1+i)\sqrt{\omega/2D}$, the influence of the wall on the gas temperature reaches inward over a length $\sqrt{2D/\omega}=2.20$ µm, a large part of the radius. The result is $\mathrm{Re}\,\kappa=1.023$ and $\mathrm{Im}\,\kappa=0.072$. The stiffness is nearly isothermal, and the isothermal radius with tension, 3.16 µm, is close to the full result.

It may seem odd that $\kappa$ is so near 1 when $|z|^2=4.2$ is not small. The expansion of (\ref{eq:kappa}) explains it. Put $z^2=iQ$ and $\alpha=(\gamma-1)/\gamma=0.286$. From $z\coth z=1+z^2/3-z^4/45+2z^6/945-\dots$ one finds $F\approx1-iQ/15-2Q^2/315$. Since $1/\kappa=1-\alpha(1-F)$, inversion to second order in $Q$ gives
\begin{equation}
\kappa\approx1+\frac{i\alpha Q}{15}
+\left(\frac{2\alpha}{315}-\frac{\alpha^2}{225}\right)Q^2 .
\end{equation}
The first correction is purely imaginary, and the real one has a coefficient of only 0.0015. At $Q=4.2$ the formula gives $1.026+0.080i$, close to the full value. As $Q$ grows from zero, the departure from isothermal behaviour thus shows up first as damping, while the stiffness stays near its isothermal value.

\subsection*{Reading the numbers}

For the exercise as set, with an adiabatic gas, the answers are 3.28 µm without and 3.73 µm with surface tension. With heat exchange included, the better estimate is 3.20 µm, 2.6 percent below the plain Minnaert value. That closeness does not mean that the two neglected effects are small. Surface tension multiplies the radius by 1.136, and heat exchange then multiplies it by $3.20/3.73=0.858$. The product is 0.97.

The cancellation belongs to this frequency range. At much lower frequency the resonant bubble is large, $s$ tends to zero and $|z|^2=\omega R^2/D$ grows roughly as $1/\omega$, so both corrections fade and the Minnaert equation becomes accurate. The approach is slow and not monotonic, because the tension correction fades faster than the thermal one: $R/R_M$ equals 1 near 1.3 MHz, falls to 0.92 near 300 kHz, and is still 0.94 at 100 kHz and 0.98 at 10 kHz. At much higher frequency surface tension dominates, and (\ref{eq:strong}) applies with $\mathrm{Re}\,\kappa$ in place of $\kappa$. The gas does not become ever more isothermal there: with $p_g\approx2\sigma/R$ the diffusivity $D$ is proportional to $R$, so $|z|^2$ is proportional to $\omega R$ and slowly grows. But $\mathrm{Re}\,\kappa$ lies between 1 and $\gamma$, so the factor $(3\,\mathrm{Re}\,\kappa-1)^{1/3}$ can vary by at most 17 percent. The ratio $R/R_M$ therefore grows roughly as $\omega^{1/3}$, and the Minnaert radius is too small. This limit is reached late. The root lies 15 percent above (\ref{eq:strong}) at 10 MHz and 3 percent above it at 100 MHz. By then the viscosity $\mu$ of the water, neglected here, is important: with $\mu=10^{-3}$ Pa s the ratio $4\mu/(\rho\omega R^2)$ of viscous to inertial term is about 0.7 at 100 MHz, so the resonance is broad, and near 1 GHz there is no resonance peak left.

Treating the water as incompressible requires $\omega R/c\ll1$. With $c=1500$ m/s this ratio is 0.016 at 3.73 µm, so the assumption is sound. Some of the other assumptions matter more in a real bath. Viscosity adds $4i\mu\omega$ to the bracket of the driven equation. This leaves the zero of the real part in place, but at 3.20 µm it is 0.062 of $\rho\omega^2R^2$, nearly as large as the thermal damping of 0.079, and the radius of largest response then lies between about 3.19 and 3.24 µm, depending on the quantity observed. A vapour pressure of 3.5 kPa that stays constant during the cycle lowers the radius to 3.16 µm, and 20 kPa, as in a bath near 60 °C with the other data unchanged, lowers it to about 2.96 µm. The gas-kinetic temperature jump at the wall raises it to 3.21 µm and $\mathrm{Im}\,\kappa$ to about 0.08. A bubble close to the wafer does not sit in unbounded water, so its effective mass differs from $4\pi\rho R^3$. A surfactant changes $\sigma$, and a strong sound field drives the bubble beyond the linear regime. The gas pressure also exceeds the ambient pressure by $2\sigma/R$, so with the sound off, a bubble in water that is merely saturated with air at $p_0$ dissolves, over a time much longer than one cycle. If it starts above the resonant radius, it passes through that size as it shrinks. The numerical output lists the values to more digits than this model deserves as a prediction; they are there for checking the arithmetic.

\section*{Numbers as computed}
\begin{verbatim}
drive frequency: 1e+06 Hz
angular frequency: 6.28319e+06 rad/s
ambient pressure: 101325 Pa
water density: 1000 kg/m^3
surface tension: 0.072 N/m
heat-capacity ratio: 1.4
gas heat conductivity: 0.026 W/(m K)
temperature: 300 K
sound speed in water: 1500 m/s
ADIABATIC GAS
radius without surface tension: 3.2832e-06 m = 3.283 um
radius with surface tension: 3.7295e-06 m = 3.730 um
increase of radius: 13.59 percent
parameter s: 0.3298
limit of s for cosine form: 0.3849
y from cosine form: 1.1359
y from second-order series: 1.1241
Laplace pressure 2 sigma/R: 38611 Pa
gas pressure: 139936 Pa
left side rho w^2 R^2: 549120 Pa
term 3 kappa p_gas: 587730 Pa
radius, gas pressure raised only: 3.8427e-06 m
uncorrected bubble, formula: 1.15317e+06 Hz
uncorrected bubble, time integration: 1.15317e+06 Hz
ISOTHERMAL GAS
radius without surface tension: 2.7748e-06 m
radius with surface tension: 3.1632e-06 m
HEAT-CONDUCTING GAS
radius without surface tension: 2.7844e-06 m = 2.784 um
radius with surface tension: 3.1994e-06 m = 3.199 um
increase of radius: 14.91 percent
gas pressure with tension: 146333 Pa
heat diffusivity with tension: 1.5229e-05 m^2/s
diffusion length sqrt(2D/w): 2.2017e-06 m
|z|^2 with tension: 4.223
Re kappa with tension: 1.0231
Im kappa with tension: 0.0725
Re kappa without tension: 1.0069
final radius relative to Minnaert: -2.55 percent
w R/c for adiabatic radius with tension: 0.0156
\end{verbatim}
